# Debugging a numerical check: The quantum-classical Liouville equation and the conditions for its exactness

```python
"""Quantum-classical Liouville equation (QCLE) and its exactness.

Result under test: with rho_W(R,P) the partial Wigner transform over the bath,
  d rho_W/dt = -(i/hbar)[H_W,rho_W] + ({H_W,rho_W} - {rho_W,H_W})/2
is exact when H = P^2/2M + h + C.R + (scalar quadratic function of R), where h
and C are operators of the quantum subsystem.  It is not exact when the bath
frequency depends on the subsystem state or when the bath is anharmonic.
R, P: bath position and momentum; z: difference coordinate of the bath kernel.
"""
import numpy as np
import sympy as sp
from scipy.fft import fft, ifft

I2 = np.eye(2)
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])

# ---------------------------------------------------------------------------
# Part 1: the generator at one phase-space point, two bath modes, hbar not 1.
# ---------------------------------------------------------------------------
HBAR = 0.7
MASS = (1.3, 0.8)
FREQ = (1.1, 0.6)
H_SUB = np.array([[0.4, 0.3 - 0.2j], [0.3 + 0.2j, -0.1]])
C_ONE = np.array([[0.5, 0.2j], [-0.2j, -0.3]])
C_TWO = np.array([[-0.2, 0.4], [0.4, 0.6]])


def potential_two_modes(r1, r2, quad, cubic):
    """Subsystem matrix V(R); quad: state-dependent curvature, cubic: V'''."""
    scalar = (0.5 * MASS[0] * FREQ[0]**2 * r1**2
              + 0.5 * MASS[1] * FREQ[1]**2 * r2**2 + cubic * r1**3 / 6)
    return H_SUB + C_ONE * r1 + C_TWO * r2 + I2 * scalar + SZ * (quad * r1**2 / 2)


x1, x2 = sp.symbols("x1 x2", real=True)
state = np.array([
    (1 + 0.5j * x1 + 0.3 * x1 * x2)
    * sp.exp(-0.6 * (x1 - 0.3)**2 - 0.5 * (x2 + 0.2)**2 + 0.4j * x1),
    (0.4 - 0.6 * x2 + 0.2j * x1)
    * sp.exp(-0.5 * (x1 + 0.1)**2 - 0.6 * x2**2 - 0.3j * x2)], dtype=object)
state_fn = sp.lambdify((x1, x2), list(state), "numpy")


def h_on_state(quad, cubic):
    """H applied to the wave function as a differential operator."""
    v_psi = potential_two_modes(x1, x2, quad, cubic).dot(state)
    out = []
    for a in range(2):
        kinetic = sum(-HBAR**2 / (2 * m) * sp.diff(state[a], x, 2)
                      for m, x in zip(MASS, (x1, x2)))
        out.append(kinetic + v_psi[a])
    return sp.lambdify((x1, x2), out, "numpy")


z_line = np.linspace(-13, 13, 66)
Z1, Z2 = np.meshgrid(z_line, z_line, indexing="ij")
dz_area = (z_line[1] - z_line[0])**2


def wigner_two_modes(f, g, X):
    """Partial Wigner transform of |f><g| at X=(R1,R2,P1,P2), by quadrature."""
    left = f(X[0] - Z1 / 2, X[1] - Z2 / 2)
    right = g(X[0] + Z1 / 2, X[1] + Z2 / 2)
    phase = np.exp(1j * (X[2] * Z1 + X[3] * Z2) / HBAR)
    phase = phase * dz_area / (2 * np.pi * HBAR)**2
    return np.array([[np.sum(phase * l * np.conj(r)) for r in right]
                     for l in left])


def deriv(f, j, h=0.005):
    """Five-point finite-difference derivative of f along coordinate j."""
    def df(X):
        e = np.zeros(4)
        e[j] = h
        return (8 * (f(X + e) - f(X - e)) - (f(X + 2 * e) - f(X - 2 * e))) / (12 * h)
    return df


def rho_w(X):
    return wigner_two_modes(state_fn, state_fn, X)


def commutator(a, b):
    return a @ b - b @ a


def generator_residual(X, quad, cubic):
    """Exact time derivative minus QCLE time derivative, and the exact one."""
    h_psi = h_on_state(quad, cubic)
    exact = -1j / HBAR * (wigner_two_modes(h_psi, state_fn, X)
                          - wigner_two_modes(state_fn, h_psi, X))

    def h_w(Y):
        kinetic = Y[2]**2 / (2 * MASS[0]) + Y[3]**2 / (2 * MASS[1])
        return potential_two_modes(Y[0], Y[1], quad, cubic) + I2 * kinetic

    qcle = -1j / HBAR * commutator(h_w(X), rho_w(X))
    for j in range(2):
        h_r, h_p = deriv(h_w, j)(X), deriv(h_w, j + 2)(X)
        r_r, r_p = deriv(rho_w, j)(X), deriv(rho_w, j + 2)(X)
        qcle = qcle + 0.5 * ((h_r @ r_p - h_p @ r_r) - (r_r @ h_p - r_p @ h_r))
    return exact - qcle, exact


point = np.array([0.35, -0.2, 0.4, 0.3])
QUAD_TEST, CUBIC_TEST = 0.5, 0.5
res_lin, rate_lin = generator_residual(point, 0.0, 0.0)
res_quad, _ = generator_residual(point, QUAD_TEST, 0.0)
res_cubic, _ = generator_residual(point, 0.0, CUBIC_TEST)
rho_pp = deriv(deriv(rho_w, 2), 2)
rho_ppp = deriv(rho_pp, 2)
pred_quad = 1j * HBAR / 8 * commutator(QUAD_TEST * SZ, rho_pp(point))
pred_cubic = -HBAR**2 / 24 * CUBIC_TEST * rho_ppp(point)


def biggest(a):
    return float(np.max(np.abs(a)))


# The tolerance covers the finite-difference error of the derivatives.
assert biggest(rate_lin) > 1e-3
assert biggest(res_lin) < 1e-7
assert biggest(res_quad) > 1e-4 and biggest(res_quad - pred_quad) < 1e-7
assert biggest(res_cubic) > 1e-4 and biggest(res_cubic - pred_cubic) < 1e-7

print("GENERATOR TEST: two modes, reduced units")
print(f"hbar = {HBAR}, masses = {MASS}, frequencies = {FREQ}")
print(f"largest element of exact d rho_W/dt : {biggest(rate_lin):.5f}")
print(f"exact - QCLE, linear coupling       : {biggest(res_lin):.1e}")
print(f"exact - QCLE, curvature {QUAD_TEST}*sigma_z : {biggest(res_quad):.6f}")
print(f"  predicted by the dropped term     : {biggest(pred_quad):.6f}")
print(f"exact - QCLE, third derivative {CUBIC_TEST}  : {biggest(res_cubic):.6f}")
print(f"  predicted by the dropped term     : {biggest(pred_cubic):.6f}")

# ---------------------------------------------------------------------------
# Part 2: dynamics, one mode, hbar = M = omega = 1.
# ---------------------------------------------------------------------------
EPS, DELTA, COUP, R_START, T_END = 0.5, 1.0, 0.4, 1.0, 10
QUAD, QUARTIC = 0.2, 0.05
H_TLS = 0.5 * EPS * SZ + 0.5 * DELTA * SX
N_GRID, BOX = 72, 16.0
grid = -BOX / 2 + BOX / N_GRID * np.arange(N_GRID)
wave = 2 * np.pi * np.fft.fftfreq(N_GRID, BOX / N_GRID)
cell = (BOX / N_GRID)**2


def qcle_run(quad, quartic, steps):
    """Split-operator solution of the QCLE on a phase-space grid."""
    dt = T_END / steps
    comm, anti = [], []
    for r in grid:
        v = H_TLS + (COUP * r + quad * r**2 / 2) * SZ + (r**2 / 2 + quartic * r**4) * I2
        dv = (COUP + quad * r) * SZ + (r + 4 * quartic * r**3) * I2
        comm.append(np.kron(v, I2) - np.kron(I2, v.T))
        anti.append(np.kron(dv, I2) + np.kron(I2, dv.T))
    comm, anti = np.array(comm), np.array(anti)
    # d/dP acts as i*wave, so the potential part of the QCLE is -i*k_mat.
    k_mat = comm[:, None] - 0.5 * wave[None, :, None, None] * anti[:, None]
    w, u = np.linalg.eigh(k_mat)
    kick = (u * np.exp(-1j * w * dt)[..., None, :]) @ np.swapaxes(u, -1, -2).conj()
    drift = np.exp(-1j * wave[:, None] * grid[None, :] * dt)[..., None]
    half = np.exp(-0.5j * wave[:, None] * grid[None, :] * dt)[..., None]
    rho = np.zeros((N_GRID, N_GRID, 4), complex)
    rho[..., 0] = np.exp(-(grid[:, None] - R_START)**2 - grid[None, :]**2) / np.pi
    sigma = [np.sum(rho[..., 0] - rho[..., 3]).real * cell]
    rho = ifft(half * fft(rho, axis=0), axis=0)
    for n in range(1, steps + 1):
        rho = ifft((kick @ fft(rho, axis=1)[..., None])[..., 0], axis=1)
        rho = ifft(drift * fft(rho, axis=0), axis=0)
        if n % (steps // T_END) == 0:
            # The extra half drift does not change phase-space integrals.
            sigma.append(np.sum(rho[..., 0] - rho[..., 3]).real * cell)
    rho = ifft(half.conj() * fft(rho, axis=0), axis=0)
    return np.array(sigma), rho.reshape(N_GRID, N_GRID, 2, 2)


def oscillator_functions(x, count):
    out = [np.pi**-0.25 * np.exp(-x**2 / 2)]
    out.append(np.sqrt(2.0) * x * out[0])
    for n in range(1, count - 1):
        out.append(np.sqrt(2 / (n + 1)) * x * out[n] - np.sqrt(n / (n + 1)) * out[n - 1])
    return np.array(out)


def exact_run(quad, quartic, nf=60):
    """Diagonalization in an oscillator basis; final rho_W by quadrature."""
    low = np.diag(np.sqrt(np.arange(1.0, nf + 8)), 1)
    pos = (low + low.T) / np.sqrt(2)
    pos2 = pos @ pos
    pos4 = pos2 @ pos2
    pos, pos2, pos4 = (m[:nf, :nf] for m in (pos, pos2, pos4))
    ham = (np.kron(H_TLS, np.eye(nf)) + np.kron(I2, np.diag(np.arange(nf) + 0.5))
           + COUP * np.kron(SZ, pos) + quad / 2 * np.kron(SZ, pos2)
           + quartic * np.kron(I2, pos4))
    energy, vec = np.linalg.eigh(ham)
    alpha = R_START / np.sqrt(2)
    start = np.zeros(2 * nf)
    start[0] = np.exp(-alpha**2 / 2)
    for n in range(1, nf):
        start[n] = start[n - 1] * alpha / np.sqrt(n)
    sigma = []
    for t in range(T_END + 1):
        psi = (vec @ (np.exp(-1j * energy * t) * (vec.T @ start))).reshape(2, nf)
        weight = np.sum(np.abs(psi)**2, axis=1)
        sigma.append(weight[0] - weight[1])
    z = np.linspace(-16, 16, 161)
    left = np.tensordot(psi, oscillator_functions(grid[:, None] - z / 2, nf), 1)
    right = np.tensordot(psi, oscillator_functions(grid[:, None] + z / 2, nf), 1)
    phase = np.exp(1j * z[:, None] * grid[None, :]) * (z[1] - z[0]) / (2 * np.pi)
    rho = np.zeros((N_GRID, N_GRID, 2, 2), complex)
    for a in range(2):
        for b in range(2):
            rho[..., a, b] = (left[a] * right[b].conj()) @ phase
    return np.array(sigma), rho


def mean_field_run(nodes, steps=1000):
    """Ehrenfest trajectories averaged over the initial Wigner function."""
    x, w = np.polynomial.hermite.hermgauss(nodes)
    r, p = (m.ravel() for m in np.meshgrid(R_START + x, x, indexing="ij"))
    weight = np.outer(w, w).ravel() / np.pi
    y = np.array([r, p, np.ones_like(r), np.zeros_like(r)], complex)

    def rate(y):
        r, p, a, b = y
        pol = np.abs(a)**2 - np.abs(b)**2
        diag = EPS / 2 + COUP * r
        return np.array([p, -r - COUP * pol, -1j * (diag * a + DELTA / 2 * b),
                         -1j * (DELTA / 2 * a - diag * b)])

    dt = T_END / steps
    sigma = [1.0]
    for n in range(1, steps + 1):
        k1 = rate(y)
        k2 = rate(y + dt / 2 * k1)
        k3 = rate(y + dt / 2 * k2)
        k4 = rate(y + dt * k3)
        y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if n % (steps // T_END) == 0:
            sigma.append(np.sum(weight * (np.abs(y[2])**2 - np.abs(y[3])**2)))
    return np.array(sigma)


models = {"linear": (0.0, 0.0), "state-dep. frequency": (QUAD, 0.0),
          "quartic bath": (0.0, QUARTIC)}
result = {}
for name, (quad, quartic) in models.items():
    s_exact, w_exact = exact_run(quad, quartic)
    s_coarse, w_coarse = qcle_run(quad, quartic, 250)
    s_fine, w_fine = qcle_run(quad, quartic, 500)
    # Removes the leading, second-order time-step error of the splitting.
    s_qcle = (4 * s_fine - s_coarse) / 3
    w_qcle = (4 * w_fine - w_coarse) / 3
    top = biggest(w_exact)
    result[name] = dict(
        exact=s_exact, qcle=s_qcle, w_exact=w_exact, w_qcle=w_qcle,
        dev_s=biggest(s_qcle - s_exact), dev_w=biggest(w_qcle - w_exact) / top,
        coarse=biggest(w_coarse - w_exact) / top,
        fine=biggest(w_fine - w_exact) / top)

lin = result["linear"]
ratio = lin["coarse"] / lin["fine"]
mean_field = mean_field_run(32)
mf_quadrature = biggest(mean_field - mean_field_run(24))
mf_dev = biggest(mean_field - lin["exact"])
neg_exact = float(lin["w_exact"][..., 0, 0].real.min())
neg_qcle = float(lin["w_qcle"][..., 0, 0].real.min())

print("DYNAMICS: one mode, units hbar = M = omega = 1")
print(f"eps = {EPS}, Delta = {DELTA}, c = {COUP}, R0 = {R_START}, t_end = {T_END}")
print(f"controls: g = {QUAD}, lambda = {QUARTIC}")
print(f"grid {N_GRID} x {N_GRID}, R and P from {-BOX/2} to {BOX/2}")
print(f"time steps: {T_END/250} and {T_END/500}, extrapolated")
print("<sigma_z>, linear coupling (dimensionless)")
print("  t     exact      QCLE       mean field")
for t in range(0, T_END + 1, 2):
    print(f" {t:2d}  {lin['exact'][t]:9.6f}  {lin['qcle'][t]:9.6f}  {mean_field[t]:9.6f}")
for name in list(models)[1:]:
    print(f"<sigma_z>, {name} (dimensionless)")
    print("  t     exact      QCLE")
    for t in range(2, T_END + 1, 2):
        print(f" {t:2d}  {result[name]['exact'][t]:9.6f}  {result[name]['qcle'][t]:9.6f}")
print("largest QCLE error: <sigma_z> over integer t; final rho_W / its max")
for name, d in result.items():
    print(f"  {name:21s} {d['dev_s']:.1e}  {d['dev_w']:.1e}")
print(f"linear, rho_W error at the two steps: {lin['coarse']:.2e}, {lin['fine']:.2e}")
print(f"  their ratio (4 = pure time-step error): {ratio:.3f}")
print(f"most negative rho_W,11: exact {neg_exact:.6f}, QCLE {neg_qcle:.6f}")
print(f"mean field, largest <sigma_z> error: {mf_dev:.4f}")
print(f"mean field, change from 24 to 32 nodes: {mf_quadrature:.1e}")

# Exact case: only extrapolated time-step and grid errors may remain.
assert lin["dev_s"] < 5e-5 and lin["dev_w"] < 2e-4
assert 3.5 < ratio < 4.5
assert neg_exact < -1e-4 and abs(neg_qcle - neg_exact) < 1e-4
# Control cases: the error must stand far above that numerical floor.
for name in list(models)[1:]:
    assert result[name]["dev_s"] > 20 * lin["dev_s"]
    assert result[name]["dev_w"] > 50 * lin["dev_w"]
assert mf_quadrature < 1e-3 and mf_dev > 5e-3

print("done: every assertion held")
```

It fails:

```
GENERATOR TEST: two modes, reduced units
hbar = 0.7, masses = (1.3, 0.8), frequencies = (1.1, 0.6)
largest element of exact d rho_W/dt : 0.33246
exact - QCLE, linear coupling       : 1.2e-09
exact - QCLE, curvature 0.5*sigma_z : 0.091643
  predicted by the dropped term     : 0.091643
exact - QCLE, third derivative 0.5  : 0.024431
  predicted by the dropped term     : 0.024431
DYNAMICS: one mode, units hbar = M = omega = 1
eps = 0.5, Delta = 1.0, c = 0.4, R0 = 1.0, t_end = 10
controls: g = 0.2, lambda = 0.05
grid 72 x 72, R and P from -8.0 to 8.0
time steps: 0.04 and 0.02, extrapolated
<sigma_z>, linear coupling (dimensionless)
  t     exact      QCLE       mean field
  0   1.000000   1.000000   1.000000
  2  -0.043665  -0.043665  -0.068448
  4  -0.274045  -0.274045  -0.521172
  6  -0.517163  -0.517163  -0.194617
  8  -0.311116  -0.311116  -0.089172
 10   0.442414   0.442414   0.332796
<sigma_z>, state-dep. frequency (dimensionless)
  t     exact      QCLE
  2   0.002732   0.001389
  4  -0.623620  -0.620993
  6  -0.590946  -0.613200
  8  -0.475550  -0.469595
 10   0.331796   0.309464
<sigma_z>, quartic bath (dimensionless)
  t     exact      QCLE
  2  -0.123226  -0.120508
  4  -0.551261  -0.543791
  6  -0.734268  -0.726226
  8  -0.097806  -0.118466
 10   0.588907   0.635918
largest QCLE error: <sigma_z> over integer t; final rho_W / its max
  linear                2.8e-08  3.5e-07
  state-dep. frequency  2.2e-02  4.0e-01
  quartic bath          6.8e-02  5.8e-01
linear, rho_W error at the two steps: 1.28e-03, 3.19e-04
  their ratio (4 = pure time-step error): 4.001
most negative rho_W,11: exact -0.084904, QCLE -0.084904
mean field, largest <sigma_z> error: 0.4405
mean field, change from 24 to 32 nodes: 2.7e-03
Traceback (most recent call last):
  File "check.py", line 301, in <module>
    assert mf_quadrature < 1e-3 and mf_dev > 5e-3
                                    ^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failing check was the convergence test of the mean-field average: going from 24 to 32 Gauss-Hermite nodes per axis still changed ⟨σz⟩ by 2.7e-3, above the limit of 1e-3, so the sampling of the initial Wigner function was too coarse, and the physics was not at fault. The average is now taken on a uniform grid over −5 to 5 in each variable, with 41 and 61 points per axis, whose spacing near the centre is finer than that of the old nodes. Both tolerances are unchanged, and the combined assertion is split in two. To save time the mean-field step goes from 0.01 to 0.02, where the fourth-order integrator's error should stay far below the tested limit; the other tests and the models are as before.

The change:

```diff
@@ -216,10 +216,18 @@
 
 
-def mean_field_run(nodes, steps=1000):
-    """Ehrenfest trajectories averaged over the initial Wigner function."""
-    x, w = np.polynomial.hermite.hermgauss(nodes)
+def mean_field_run(points, steps=500):
+    """Ehrenfest trajectories averaged over the initial Wigner function.
+
+    The starting points form a uniform grid; for a smooth integrand with
+    Gaussian decay the plain sum over such a grid converges very fast.
+    """
+    x = np.linspace(-5, 5, points)
+    w = np.exp(-x**2) * (x[1] - x[0])
     r, p = (m.ravel() for m in np.meshgrid(R_START + x, x, indexing="ij"))
     weight = np.outer(w, w).ravel() / np.pi
     y = np.array([r, p, np.ones_like(r), np.zeros_like(r)], complex)
+
+    def average(y):
+        return np.sum(weight * (np.abs(y[2])**2 - np.abs(y[3])**2))
 
     def rate(y):
@@ -231,5 +239,5 @@
 
     dt = T_END / steps
-    sigma = [1.0]
+    sigma = [average(y)]
     for n in range(1, steps + 1):
         k1 = rate(y)
@@ -239,5 +247,5 @@
         y = y + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
         if n % (steps // T_END) == 0:
-            sigma.append(np.sum(weight * (np.abs(y[2])**2 - np.abs(y[3])**2)))
+            sigma.append(average(y))
     return np.array(sigma)
 
@@ -262,6 +270,7 @@
 lin = result["linear"]
 ratio = lin["coarse"] / lin["fine"]
-mean_field = mean_field_run(32)
-mf_quadrature = biggest(mean_field - mean_field_run(24))
+MF_COARSE, MF_FINE = 41, 61
+mean_field = mean_field_run(MF_FINE)
+mf_quadrature = biggest(mean_field - mean_field_run(MF_COARSE))
 mf_dev = biggest(mean_field - lin["exact"])
 neg_exact = float(lin["w_exact"][..., 0, 0].real.min())
@@ -276,5 +285,5 @@
 print("  t     exact      QCLE       mean field")
 for t in range(0, T_END + 1, 2):
-    print(f" {t:2d}  {lin['exact'][t]:9.6f}  {lin['qcle'][t]:9.6f}  {mean_field[t]:9.6f}")
+    print(f" {t:2d}  {lin['exact'][t]:9.6f}  {lin['qcle'][t]:9.6f}  {mean_field[t]:9.4f}")
 for name in list(models)[1:]:
     print(f"<sigma_z>, {name} (dimensionless)")
@@ -289,5 +298,5 @@
 print(f"most negative rho_W,11: exact {neg_exact:.6f}, QCLE {neg_qcle:.6f}")
 print(f"mean field, largest <sigma_z> error: {mf_dev:.4f}")
-print(f"mean field, change from 24 to 32 nodes: {mf_quadrature:.1e}")
+print(f"mean field, change from {MF_COARSE} to {MF_FINE} points per axis: {mf_quadrature:.1e}")
 
 # Exact case: only extrapolated time-step and grid errors may remain.
@@ -299,5 +308,7 @@
     assert result[name]["dev_s"] > 20 * lin["dev_s"]
     assert result[name]["dev_w"] > 50 * lin["dev_w"]
-assert mf_quadrature < 1e-3 and mf_dev > 5e-3
+# Mean field: the average must be converged, and its error must be real.
+assert mf_quadrature < 1e-3
+assert mf_dev > 5e-3
 
 print("done: every assertion held")
```

After the repair:

```
GENERATOR TEST: two modes, reduced units
hbar = 0.7, masses = (1.3, 0.8), frequencies = (1.1, 0.6)
largest element of exact d rho_W/dt : 0.33246
exact - QCLE, linear coupling       : 1.2e-09
exact - QCLE, curvature 0.5*sigma_z : 0.091643
  predicted by the dropped term     : 0.091643
exact - QCLE, third derivative 0.5  : 0.024431
  predicted by the dropped term     : 0.024431
DYNAMICS: one mode, units hbar = M = omega = 1
eps = 0.5, Delta = 1.0, c = 0.4, R0 = 1.0, t_end = 10
controls: g = 0.2, lambda = 0.05
grid 72 x 72, R and P from -8.0 to 8.0
time steps: 0.04 and 0.02, extrapolated
<sigma_z>, linear coupling (dimensionless)
  t     exact      QCLE       mean field
  0   1.000000   1.000000     1.0000
  2  -0.043665  -0.043665    -0.0684
  4  -0.274045  -0.274045    -0.5212
  6  -0.517163  -0.517163    -0.1946
  8  -0.311116  -0.311116    -0.0891
 10   0.442414   0.442414     0.3331
<sigma_z>, state-dep. frequency (dimensionless)
  t     exact      QCLE
  2   0.002732   0.001389
  4  -0.623620  -0.620993
  6  -0.590946  -0.613200
  8  -0.475550  -0.469595
 10   0.331796   0.309464
<sigma_z>, quartic bath (dimensionless)
  t     exact      QCLE
  2  -0.123226  -0.120508
  4  -0.551261  -0.543791
  6  -0.734268  -0.726226
  8  -0.097806  -0.118466
 10   0.588907   0.635918
largest QCLE error: <sigma_z> over integer t; final rho_W / its max
  linear                2.8e-08  3.5e-07
  state-dep. frequency  2.2e-02  4.0e-01
  quartic bath          6.8e-02  5.8e-01
linear, rho_W error at the two steps: 1.28e-03, 3.19e-04
  their ratio (4 = pure time-step error): 4.001
most negative rho_W,11: exact -0.084904, QCLE -0.084904
mean field, largest <sigma_z> error: 0.4405
mean field, change from 41 to 61 points per axis: 6.6e-06
done: every assertion held
```
